# The Colbert-Miller Sinc-DVR Kinetic Matrix on the Line and Half-Line: a program that tests the result

```python
# Result under test: kinetic matrix of p^2/(2m) in the sinc basis of spacing h.
# In units of hbar^2/(m h^2), with integer labels i, j:
#   line:      T_ii = pi^2/6,             T_ij = (-1)^(i-j) / (i-j)^2
#   half-line: T_ii = pi^2/6 - 1/(4 i^2),
#              T_ij = (-1)^(i-j) [1/(i-j)^2 - 1/(i+j)^2],   i, j = 1, 2, ...
# Half-line basis: odd pairs of sinc functions, for u(r) = r R(r), u(0) = 0.
# The potential is taken diagonal, V(x_i), which is a quadrature rule.
# Energies are in eV, lengths in angstrom, the mass is 1 u.
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh


def parity_sign(n):
    return 1.0 - 2.0 * (n % 2)


def line_kinetic(labels):
    diff = labels[:, None] - labels[None, :]
    safe = np.where(diff == 0, 1, diff)
    return np.where(diff == 0, np.pi**2 / 6, parity_sign(diff) / safe**2)


def radial_kinetic(labels):
    diff = labels[:, None] - labels[None, :]
    total = labels[:, None] + labels[None, :]
    safe = np.where(diff == 0, 1, diff)
    off = parity_sign(diff) * (1.0 / safe**2 - 1.0 / total**2)
    return np.where(diff == 0, np.pi**2 / 6 - 1.0 / total**2, off)


def levels(kinetic, potential, count):
    return eigh(kinetic + np.diag(potential), eigvals_only=True)[:count]


# ---- matrix elements from the definition, by quadrature in position (h = 1)
gauss_x, gauss_w = np.polynomial.legendre.leggauss(14)


def integrate(func, start, stop):
    x = np.arange(start, stop)[:, None] + 0.5 * (gauss_x + 1.0)
    return float(np.sum(func(x) * 0.5 * gauss_w))


def sinc_slope(y):
    return (np.cos(np.pi * y) - np.sinc(y)) / y


def line_integral(func, cut=1000):
    # The tails beyond the cut fall as 1/cut; two cuts remove that term.
    return 2 * integrate(func, -2 * cut, 2 * cut) - integrate(func, -cut, cut)


line_labels = np.arange(-2, 3)
line_formula = line_kinetic(line_labels)
line_dev = line_overlap_dev = 0.0
for a, i in enumerate(line_labels):
    for b, j in enumerate(line_labels):
        kin = 0.5 * line_integral(lambda x: sinc_slope(x - i) * sinc_slope(x - j))
        ovl = line_integral(lambda x: np.sinc(x - i) * np.sinc(x - j))
        line_dev = max(line_dev, abs(kin - line_formula[a, b]))
        line_overlap_dev = max(line_overlap_dev, abs(ovl - float(i == j)))
assert line_dev < 1e-6 and line_overlap_dev < 1e-6


def odd_pair(x, i):
    return np.sinc(x - i) - np.sinc(x + i)


def odd_pair_slope(x, i):
    return sinc_slope(x - i) - sinc_slope(x + i)


radial_labels = np.arange(1, 5)
radial_formula = radial_kinetic(radial_labels)
radial_dev = radial_overlap_dev = 0.0
for a, i in enumerate(radial_labels):
    for b, j in enumerate(radial_labels):
        kin = 0.5 * integrate(
            lambda x: odd_pair_slope(x, i) * odd_pair_slope(x, j), 0, 2000)
        ovl = integrate(lambda x: odd_pair(x, i) * odd_pair(x, j), 0, 2000)
        radial_dev = max(radial_dev, abs(kin - radial_formula[a, b]))
        radial_overlap_dev = max(radial_overlap_dev, abs(ovl - float(i == j)))
assert radial_dev < 1e-6 and radial_overlap_dev < 1e-6

# ---- second road: explicit sum over the sine states of a long box
box_cells = 4000
mode = np.arange(1, box_cells)
sines = np.sqrt(2 / box_cells) * np.sin(
    np.pi * np.outer(radial_labels, mode) / box_cells)
box_kinetic = (sines * (0.5 * (np.pi * mode / box_cells)**2)) @ sines.T
box_dev = np.max(np.abs(box_kinetic - radial_formula))
assert box_dev < 1e-5

# ---- plane waves inside the band get their exact kinetic energy
far_labels = np.arange(0, 40001)
first_row = np.where(far_labels == 0, np.pi**2 / 6,
                     parity_sign(far_labels) / np.maximum(far_labels, 1)**2)
wave_dev = 0.0
for k in (0.7, 2.0, 3.0):
    symbol = first_row[0] + 2 * np.sum(first_row[1:] * np.cos(k * far_labels[1:]))
    wave_dev = max(wave_dev, abs(symbol - 0.5 * k**2))
assert wave_dev < 1e-6

# ---- physical scale
hbar2_over_m = const.hbar**2 / const.atomic_mass / const.e * 1e20  # eV angstrom^2
hartree = const.physical_constants["Hartree energy in eV"][0]

# ---- Morse well on one grid, with the line and the radial matrix
depth, alpha, r_min, step, points = 4.0, 2.0, 1.0, 0.05, 60
labels = np.arange(1, points + 1)
r = step * labels
scale = hbar2_over_m / step**2
morse = depth * (1 - np.exp(-alpha * (r - r_min)))**2
quantum = alpha * np.sqrt(2 * depth * hbar2_over_m)
v = np.arange(5)
exact = quantum * (v + 0.5) - (quantum * (v + 0.5))**2 / (4 * depth)
line_levels = levels(scale * line_kinetic(labels), morse, 5)
radial_levels = levels(scale * radial_kinetic(labels), morse, 5)
three_point = scale * (np.eye(points) - 0.5 * np.eye(points, k=1)
                       - 0.5 * np.eye(points, k=-1))
difference_levels = levels(three_point, morse, 5)
assert np.max(np.abs(line_levels - exact)) < 1e-6
assert np.max(np.abs(radial_levels - exact)) < 1e-6
difference_error = difference_levels[0] - exact[0]
assert abs(difference_error) > 1000 * abs(line_levels[0] - exact[0])

# ---- harmonic well: convergence with spacing and sign of the error
omega = 0.3
length = np.sqrt(hbar2_over_m / omega)


def harmonic_error(spacing, offset):
    half = int(np.ceil(1.2 / spacing))
    n = np.arange(-half, half + 1)
    x = spacing * (n + offset)
    pot = 0.5 * omega**2 / hbar2_over_m * x**2
    kin = hbar2_over_m / spacing**2 * line_kinetic(n)
    return levels(kin, pot, 1)[0] - 0.5 * omega


spacings = np.array([0.14, 0.11, 0.08])
node_errors = np.array([harmonic_error(s, 0.0) for s in spacings])
middle_errors = np.array([harmonic_error(s, 0.5) for s in spacings])
assert np.all(node_errors < 0) and np.all(middle_errors > 0)
local_orders = (np.diff(np.log(np.abs(node_errors)))
                / np.diff(np.log(spacings)))
assert local_orders[0] > 8 and local_orders[1] > local_orders[0] + 5


# ---- radial oscillator: even l converges fast, l = 1 as the cube of h
def radial_oscillator_error(spacing, ang):
    n = np.arange(1, int(round(1.2 / spacing)) + 1)
    x = spacing * n
    pot = (0.5 * omega**2 / hbar2_over_m * x**2
           + 0.5 * hbar2_over_m * ang * (ang + 1) / x**2)
    kin = hbar2_over_m / spacing**2 * radial_kinetic(n)
    return levels(kin, pot, 1)[0] - omega * (ang + 1.5)


radial_spacings = (0.02, 0.01)
osc_errors = {ang: [radial_oscillator_error(s, ang) for s in radial_spacings]
              for ang in (0, 1, 2)}
assert max(abs(e) for ang in (0, 2) for e in osc_errors[ang]) < 1e-9
assert max(osc_errors[1]) < 0 and abs(osc_errors[1][1]) > 1e-7
order_l1 = np.log2(osc_errors[1][0] / osc_errors[1][1])
assert 2.6 < order_l1 < 3.4

# ---- output
print(f"line matrix, largest deviation from quadrature: {line_dev:.1e} hbar^2/(m h^2)")
print(f"line overlaps, largest deviation: {line_overlap_dev:.1e} (no unit)")
print(f"radial matrix, largest deviation from quadrature: {radial_dev:.1e} hbar^2/(m h^2)")
print(f"radial overlaps, largest deviation: {radial_overlap_dev:.1e} (no unit)")
print(f"radial matrix, deviation from box sum, N = {box_cells}: {box_dev:.1e} hbar^2/(m h^2)")
print(f"plane-wave kinetic energy, largest deviation: {wave_dev:.1e} hbar^2/(m h^2)")
print(f"hbar^2/m for mass 1 u: {hbar2_over_m:.7f} eV angstrom^2")
print(f"Morse depth: {depth:.1f} eV")
print(f"Morse range parameter: {alpha:.1f} 1/angstrom")
print(f"Morse minimum: {r_min:.1f} angstrom")
print(f"grid spacing h: {step:.2f} angstrom, points: {points}")
print(f"hbar^2/(m h^2): {scale:.5f} eV")
print(f"band-edge wave number pi/h: {np.pi / step:.3f} 1/angstrom")
print(f"band-edge kinetic energy: {0.5 * np.pi**2 * scale:.4f} eV")
T_line = scale * line_kinetic(labels)
T_radial = scale * radial_kinetic(labels)
for a, b in ((0, 0), (0, 1), (0, 2), (1, 1)):
    print(f"T_{a+1}{b+1}: line {T_line[a, b]:.5f} eV, radial {T_radial[a, b]:.5f} eV")
print(f"Morse harmonic quantum: {quantum:.6f} eV")
for n in v:
    print(f"Morse v={n}: exact {exact[n]:.8f} eV, line {line_levels[n]:.8f} eV, "
          f"radial {radial_levels[n]:.8f} eV")
print(f"Morse, largest line error: {np.max(np.abs(line_levels - exact)):.1e} eV")
print(f"Morse, largest radial error: {np.max(np.abs(radial_levels - exact)):.1e} eV")
print(f"Morse v=0 from line matrix: {line_levels[0] / hartree:.8f} hartree")
print(f"Morse v=0, three-point difference error: {difference_error:.3e} eV")
print(f"harmonic quantum: {omega:.1f} eV")
print(f"oscillator length: {length:.5f} angstrom")
for s, e_node, e_mid in zip(spacings, node_errors, middle_errors):
    print(f"harmonic h={s:.2f} angstrom: error, node at minimum {e_node:.2e} eV, "
          f"minimum midway {e_mid:.2e} eV")
print(f"harmonic local orders in h: {local_orders[0]:.1f}, {local_orders[1]:.1f} (no unit)")
for ang in (0, 1, 2):
    print(f"radial oscillator l={ang}: exact {omega * (ang + 1.5):.2f} eV, "
          f"error {osc_errors[ang][0]:.2e} eV at h={radial_spacings[0]:.2f} angstrom, "
          f"{osc_errors[ang][1]:.2e} eV at h={radial_spacings[1]:.2f} angstrom")
print(f"radial oscillator l=1, order of error in h: {order_l1:.3f} (no unit)")
print("all assertions hold")
```

It prints:

```
line matrix, largest deviation from quadrature: 1.5e-09 hbar^2/(m h^2)
line overlaps, largest deviation: 3.0e-10 (no unit)
radial matrix, largest deviation from quadrature: 6.7e-10 hbar^2/(m h^2)
radial overlaps, largest deviation: 1.4e-10 (no unit)
radial matrix, deviation from box sum, N = 4000: 1.0e-13 hbar^2/(m h^2)
plane-wave kinetic energy, largest deviation: 4.4e-09 hbar^2/(m h^2)
hbar^2/m for mass 1 u: 0.0041802 eV angstrom^2
Morse depth: 4.0 eV
Morse range parameter: 2.0 1/angstrom
Morse minimum: 1.0 angstrom
grid spacing h: 0.05 angstrom, points: 60
hbar^2/(m h^2): 1.67206 eV
band-edge wave number pi/h: 62.832 1/angstrom
band-edge kinetic energy: 8.2513 eV
T_11: line 2.75043 eV, radial 2.33242 eV
T_12: line -1.67206 eV, radial -1.48628 eV
T_13: line 0.41802 eV, radial 0.31351 eV
T_22: line 2.75043 eV, radial 2.64593 eV
Morse harmonic quantum: 0.365739 eV
Morse v=0: exact 0.18077948 eV, line 0.18077948 eV, radial 0.18077948 eV
Morse v=1: exact 0.52979795 eV, line 0.52979795 eV, radial 0.52979795 eV
Morse v=2: exact 0.86209579 eV, line 0.86209579 eV, radial 0.86209579 eV
Morse v=3: exact 1.17767298 eV, line 1.17767298 eV, radial 1.17767298 eV
Morse v=4: exact 1.47652955 eV, line 1.47652955 eV, radial 1.47652955 eV
Morse, largest line error: 4.7e-12 eV
Morse, largest radial error: 4.8e-12 eV
Morse v=0 from line matrix: 0.00664352 hartree
Morse v=0, three-point difference error: -2.460e-03 eV
harmonic quantum: 0.3 eV
oscillator length: 0.11804 angstrom
harmonic h=0.14 angstrom: error, node at minimum -8.83e-04 eV, minimum midway 7.38e-04 eV
harmonic h=0.11 angstrom: error, node at minimum -1.39e-05 eV, minimum midway 1.26e-05 eV
harmonic h=0.08 angstrom: error, node at minimum -7.49e-10 eV, minimum midway 7.13e-10 eV
harmonic local orders in h: 17.2, 30.9 (no unit)
radial oscillator l=0: exact 0.45 eV, error 6.99e-15 eV at h=0.02 angstrom, -1.11e-16 eV at h=0.01 angstrom
radial oscillator l=1: exact 0.75 eV, error -1.38e-04 eV at h=0.02 angstrom, -1.70e-05 eV at h=0.01 angstrom
radial oscillator l=2: exact 1.05 eV, error 2.20e-14 eV at h=0.02 angstrom, 4.24e-14 eV at h=0.01 angstrom
radial oscillator l=1, order of error in h: 3.019 (no unit)
all assertions hold
```
